Photon momentum sharing between electron and ion in hydrogenic 1s photoionization

**Forward electron momentum and backward ion recoil in 1s photoionization**

A photon of energy ω travels along z and ionizes an atom at rest. It carries momentum k = ω/c, and after the absorption the electron and the ion must share it. In the dipole approximation the electron leaves as often forward as backward, so its mean momentum along z vanishes and the ion takes all of k. A second guess is that the electron, being the particle that absorbs the light, takes k and leaves the ion with nothing on average. For a 1s electron neither guess holds in general: well above threshold the electron takes more than k, and the ion moves, on average, toward the light source.

**The problem**

Hartree atomic units are used, so c = 137.035999. One electron occupies the 1s state of V = −Z/r, with binding energy I = Z²/2. The nucleus is infinitely heavy, the electron obeys the Schrödinger equation, and one photon is absorbed, with wave vector k along z, k = ω/c, and unit polarization vector ε, ε·k = 0. The photoelectron has momentum p = p n, kinetic energy E = p²/2 = ω − I, and angle θ to k. Let ν = Z/p.

(a) Find the angular distribution with the factor e^{ik·r} kept.
(b) Show that ⟨p_z⟩ = (8/5)E/c to first order in 1/c.
(c) Find the mean ion momentum and the condition for backward recoil.
(d) Evaluate for hydrogen-like lithium at ω = 18.

The phrase "well above threshold" needs care. For the pure Coulomb potential the value 8/5 holds at every E > 0. What requires a high photon energy is that ⟨p_z⟩ exceed k, and, for a screened potential, that the coefficient be close to 8/5.

**Hints**

1. The gradient of e^{−Zr} is proportional to r e^{−Zr}/r, and a factor r can be produced by differentiating e^{ik·r} with respect to k.
2. The Coulomb continuum state depends, apart from a plane wave, only on pr + p·r. Integrate exp[it(pr + p·r)] first and read off the powers of t.
3. Use ε·k = 0 after differentiating, and find which factors still contain θ.
4. Energy conservation turns p² + Z² into 2ω.
5. The average of cos²θ must be taken with the dipole weight sin²θ.

**Solution**

*Step 1: the amplitude.* For charge −1 the Hamiltonian is (p̂ + 𝒜)²/2 + V, with the vector potential 𝒜 = 𝒜₀ ε e^{i(k·r − ωt)} + c.c. Since ε·k = 0, p̂ commutes with 𝒜, and the absorption term linear in the field is 𝒜₀ e^{ik·r} ε·p̂. The golden rule gives dσ/dΩ ∝ |M|², with a density of states that does not depend on direction, and

M = ⟨ψ_p⁻| e^{ik·r} ε·p̂ |1s⟩.   (1)

The spin adds (i/2)𝒜₀ σ·(k×ε) e^{ik·r}. Its orbital matrix element is ⟨ψ_p⁻|1s⟩ + ik·⟨r⟩ + …, and the first term vanishes by orthogonality. The spin amplitude is therefore of order k²⟨r⟩, against ω⟨r⟩ for the dipole amplitude, a ratio ω/c²; its interference with (1) also vanishes in the spin sum because σ is traceless. The remaining relativistic corrections to the Hamiltonian start at 1/c². The only source of a term in 1/c is k in (1).

The final state must be ψ⁻, a plane wave plus incoming spherical waves. A packet built from e^{−ipr − iEt} is concentrated at r = −pt, which exists only for t < 0, so at late times ψ⁻ is a pure plane-wave packet of momentum p, which is what the detector records.

*Step 2: the Coulomb continuum state.* The complex conjugate χ of ψ⁻ obeys the same real equation ∇²χ + (2Z/r)χ + p²χ = 0. Within this step let ζ be the coordinate along p, and try χ = e^{−ipζ} f(ξ) with ξ = r + ζ. The needed derivatives are

|∇ξ|² = 2 + 2ζ/r = 2ξ/r,  ∇²ξ = 2/r,  ∂ξ/∂ζ = ξ/r.

Then ∇²χ = e^{−ipζ}[−p²f − 2ip(ξ/r)f′ + (2ξ/r)f″ + (2/r)f′]. The terms in p² cancel, and division by 2/r leaves

ξf″ + (1 − ipξ)f′ + Zf = 0.

With w = ipξ = i(pr + p·r), and after division by ip, this is w f_ww + (1 − w)f_w − iν f = 0, since Z/(ip) = −iν. This is Kummer's equation. Inserting a power series gives the solution regular at w = 0,

F(w) = ₁F₁(iν; 1; w) = Σ_n (iν)_n wⁿ/(n!)²,  (a)_n = a(a+1)…(a+n−1).

At large |w| the equation admits the two behaviours w^{−iν} and e^{w}w^{iν−1}, as insertion shows. The first gives χ ~ e^{−ip·r} with a logarithmic phase, the second gives e^{ipr}/ξ. Conjugation turns these into e^{ip·r} and an incoming wave e^{−ipr}, as required. Hence ψ_p⁻* = N e^{−ip·r}F(w), where N depends on ν alone. Both behaviours are bounded for imaginary w, so F is bounded everywhere in space.

With |1s⟩ = (Z³/π)^{1/2}e^{−Zr} and ε·p̂ e^{−Zr} = iZ(ε·r/r)e^{−Zr}, the amplitude is M = iZN(Z³/π)^{1/2} T, where

T = ∫ e^{i(k−p)·r} F(w) (ε·r/r) e^{−Zr} d³r = −i ε·∇_k J |_{λ=Z},
J = ∫ (e^{−λr}/r) e^{iq·r} F(w) d³r,  q = k − p.

The second form of T follows from ∇_k e^{ik·r} = ir e^{ik·r}. In the derivative k is a free vector and p is held fixed.

*Step 3: the Nordsieck integral.* The Fourier transform of the Yukawa function is ∫(e^{−μr}/r)e^{iQ·r}d³r = (4π/Q)∫e^{−μr} sin(Qr) dr = 4π/(μ² + Q²) for Re μ > 0. Put μ = λ − itp and Q = q + tp with real t:

μ² + Q² = λ² − 2iλtp − t²p² + q² + 2t q·p + t²p² = A − tD,
A = λ² + q²,  D = 2(iλp − q·p).

The terms in t² cancel, so

∫(e^{−λr}/r) e^{iq·r} e^{tw} d³r = 4π/(A − tD) = 4π Σ_n tⁿDⁿ/A^{n+1}.

Comparing powers of t with e^{tw} = Σ tⁿwⁿ/n! shows that the integral with wⁿ in place of e^{tw} equals 4π n! Dⁿ/A^{n+1}. Insert the series for F. The ratio |(iν)_n|/n! is bounded and |w| ≤ 2pr, so the series is dominated by a constant times e^{2pr}, and termwise integration is allowed for λ > 2p. For λ large enough that |D/A| < 1 the binomial series applies:

J = (4π/A) Σ_n (iν)_n (D/A)ⁿ/n! = (4π/A)(1 − D/A)^{−iν} = 4π A^{iν−1} B^{−iν},
B = A − D = (λ − ip)² + k².   (2)

The form of B is μ² + Q² at t = 1, where Q = q + p = k. The value λ = Z may lie outside the range of the derivation. Because F is bounded, J is analytic for Re λ > 0; the zeros of A and B, at λ = ±i|q| and λ = i(p ± k), lie on the imaginary axis, so the right side is analytic there too, and (2) holds for all λ > 0. For real λ, A is positive, Im B = −2λp is negative and B/A → 1 as λ → ∞, so arg B lies between −π and 0.

*Step 4: the angular distribution.* The gradients are ∇_kB = 2k and ∇_kA = 2(k − p). With ε·k = 0 these give ε·∇_kB = 0 and ε·∇_kA = −2ε·p, so

T = (−i)(4π)(iν − 1)A^{iν−2}(−2ε·p)B^{−iν} = 8πi(iν − 1)(ε·p) A^{iν−2} B^{−iν}.   (3)

B contains no angle, and |A^{iν}| = 1 because A is real and positive. All angular dependence of |T|² is in |ε·n|²A^{−4}. With A = p² + Z² + k² − 2pk cosθ,

dσ/dΩ ∝ |ε·n|² (1 − b cosθ)^{−4},  b = 2pk/(p² + Z² + k²).   (4)

This answers (a). The Coulomb field of the ion enters only through N, |iν − 1| and |B^{−iν}|; it changes the total cross section and leaves the shape (4) as it is with a plane-wave final state. That is why no condition p ≫ Z will appear.

*Step 5: energy conservation.* From p²/2 = ω − Z²/2 follows p² + Z² = 2ω. With k = ω/c,

b = 2p(ω/c)/(2ω + ω²/c²) = (p/c)/(1 + ω/2c²).

To first order b is the electron speed over c, and (4) becomes |ε·n|²[1 + 4(p/c)cosθ].

*Step 6: the mean.* Since ε has no z component, ε·n = sinθ(ε_x cosφ + ε_y sinφ), and ∫|ε_x cosφ + ε_y sinφ|²dφ = π(|ε_x|² + |ε_y|²) = π, the cross terms containing sinφ cosφ, which integrates to zero. The weight in θ is sin²θ for linear, circular and elliptical polarization, and so for unpolarized light. The distribution is unchanged by φ → φ + π, so the mean transverse momentum is zero.

Let x = cosθ. The integrals of (1 − x²), x²(1 − x²) and x⁴(1 − x²) from −1 to 1 are 2 − 2/3 = 4/3, 2/3 − 2/5 = 4/15 and 2/5 − 2/7 = 4/35. With (1 − bx)^{−4} = 1 + 4bx + 10b²x² + 20b³x³ + …, odd integrands dropping out,

⟨cosθ⟩ = [16b/15 + 16b³/7]/[4/3 + 8b²/3] = (4b/5)(1 + 15b²/7)/(1 + 2b²) = (4b/5)(1 + b²/7 + …).

To first order ⟨cosθ⟩ = 4p/(5c), and with p² = 2E,

⟨p_z⟩ = 4p²/(5c) = (8/5) E/c.   (5)

The factor is 4 from the steepness of A^{−4}, times 1/5 = (4/15)/(4/3) from the weighted mean of cos²θ, times 2 from p² = 2E. The isotropic mean 1/3 in place of 1/5 would give 8/3.

The higher terms multiply (5) by 1 + p²/(7c²) − ω/(2c²). They are of the same order as the relativistic corrections dropped in Step 1, of relative size p²/c², ω/c² and (Z/c)², and must not be presented as an improvement. The derivation of (5) requires all of these to be small, so it does not cover the K shells of heavy atoms.

*Step 7: the ion.* A fixed nucleus cannot show momentum conservation, so give it mass M_N. With centre of mass R and relative coordinate r, the positions are r_e = R + M_N r/(M_N+1) and r_N = R − r/(M_N+1). The nucleus has charge +Z and couples through −(Z/M_N)𝒜(r_N)·p̂_N. For an atom at rest p̂_e = p̂ and p̂_N = −p̂ on the initial state, so the absorption operator is

e^{ik·R} [ e^{ik·r M_N/(M_N+1)} + (Z/M_N) e^{−ik·r/(M_N+1)} ] ε·p̂.

The factor e^{ik·R} gives the pair a total momentum of exactly k in every event. The bracket differs from e^{ik·r} by relative terms of order Z/M_N, and the laboratory electron momentum is p + k/(M_N+1). The shift k/(M_N+1) competes with (5) only for E of order I/M_N. Neglecting these terms, P_ion = k − p, and

⟨P_z,ion⟩ = ω/c − (8/5)(ω − I)/c = (8I − 3ω)/(5c).   (6)

It is negative if and only if ω > ω* = 8I/3, that is E > 5I/3. In units of the photon momentum, ⟨p_z⟩/k = (8/5)(1 − I/ω). At threshold the electron has no momentum and (6) gives k for the ion. For I ≪ ω ≪ c² the electron takes nearly 8/5 of k and the ion nearly −3/5.

*Meaning.* With a plane-wave final state, (1) is ε·p times the momentum wave function of the bound state at p − k, which for 1s is proportional to [(p−k)² + Z²]^{−2} = A^{−2}. The photon adds k to an electron that had momentum p − k, while the nucleus keeps the opposite momentum k − p that it had in the bound state. Energy conservation fixes |p|. Forward emission needs the smaller initial momentum |p − k|, and the 1s momentum density, which falls as the inverse eighth power at large momentum, favours it. The effect is small, a relative change 4(p/c)cosθ of the angular weight, but it is enough to give the electron a mean momentum comparable with k. The excess over k is thus a property of this steep fall. If the bound state were e^{−κr}/r, the state of a zero-range potential with I = κ²/2, its transform would be proportional to [(p−k)² + κ²]^{−1}. Such a potential scatters only s waves, and (1) has no s-wave part because its integrand is odd along ε. The power in (4) is then −2 in place of −4, and ⟨p_z⟩ = (4/5)E/c, always below k. This case is not part of the numerical check.

*Step 8: hydrogen-like lithium.* The chosen inputs are Z = 3, ω = 18.0 Eh (489.8 eV) and a nuclear mass of 7 u, or 12760.2 electron masses.

I = 9/2 = 4.50 Eh (122.45 eV),  E = 18.0 − 4.50 = 13.50 Eh (367.4 eV)
p = √27 = 5.19615,  ν = 3/5.19615 = 0.57735,  p/c = 0.037918
k = 18.0/137.036 = 0.131352
⟨cosθ⟩ = 0.8 × 0.037918 ≈ 0.03033
⟨p_z⟩ = 1.6 × 13.50/137.036 = 0.157623 = 1.2000 k
⟨P_z,ion⟩ = (36 − 54)/(5 × 137.036) = −0.026270 = −0.2000 k

Division by the mass gives a mean ion velocity of −4.50 m/s. With ν = 0.577 the Born approximation for the cross section would be poor, yet (5) holds. The crossover is at ω* = 8 × 4.50/3 = 12.00 Eh (326.5 eV), E* = 7.50 Eh. At ω = 9.0 Eh the electron takes 0.052541 of k = 0.065676, and the ion moves forward with +0.013135.

The neglected quantities are p²/c² = 1.44×10⁻³, ω/c² = 9.59×10⁻⁴, (Z/c)² = 4.79×10⁻⁴ and Z/M_N = 2.35×10⁻⁴. The six-figure values above are those of the first-order formulas. Corrections of relative size 10⁻³ in ⟨p_z⟩ are six times larger relative to the ion momentum, so about three figures of ⟨p_z⟩ and two of the ion momentum and velocity are physically meaningful. Keeping all orders of k in (4), with b = 0.037900, gives ⟨p_z⟩ = 0.157580, a relative change of −2.74×10⁻⁴, in agreement with 1.44×10⁻³/7 − 9.59×10⁻⁴/2. The backward recoil is a statement about a mean. In a single event the ion momentum is close to 5.196 in magnitude and points mostly across the beam; the value −0.026 is the displacement of the centre of that distribution.

**Variation 1: an s state in any central potential**

Find ⟨p_z⟩ to first order in k for an s state u₀(r)/r in a local potential V(r). By Step 6 the polarization is immaterial, so take ε along x and expand e^{ikz} ≈ 1 + ikz. From [p̂²/2, x] = −ip̂_x and [p̂²/2, xz] = −i(z p̂_x + x p̂_z), the Laplacian of xz being zero,

p̂_x = i[H, x],  z p̂_x = (i/2)[H, xz] + L_y/2,  L_y = z p̂_x − x p̂_z.

L_y annihilates an s state, so there is no magnetic-dipole term. Between eigenstates of H a commutator gives the factor ω:

M = iω[⟨x⟩ + (ik/2)⟨xz⟩].

The final state is ψ⁻ ∝ Σ i^l e^{−iδ_l}(u_l/r)Y_lm(r̂)Y*_lm(n), with u_l → sin(pr − lπ/2 + δ_l), apart from the logarithmic Coulomb phase common to all l. The factor e^{−iδ_l} makes the outgoing part of each wave equal to that of a plane wave. The angular functions of x and xz are pure l = 1 and l = 2, and the sum over m reproduces them at the direction n. With R_l = ∫u_l r^l u₀ dr and the conjugated factors (−i)^l e^{iδ_l},

⟨x⟩ + (ik/2)⟨xz⟩ ∝ −i e^{iδ₁}R₁n_x − (ik/2)e^{iδ₂}R₂n_xn_z = −i e^{iδ₁}R₁ n_x [1 + (k/2)(R₂/R₁)e^{i(δ₂−δ₁)} n_z].

Squaring gives n_x²(1 + s n_z) with s = k(R₂/R₁)cos(δ₂ − δ₁), and the weighted mean 1/5 yields

⟨p_z⟩ = (pk/5)(R₂/R₁) cos(δ₂ − δ₁).   (7)

This requires k|R₂/R₁| ≪ 1. It fails near an energy where R₁ passes through zero (a Cooper minimum), which can happen for s states with radial nodes. The mean momentum along the beam is an interference of the electric dipole and electric quadrupole amplitudes. In the usual form 1 + βP₂(n_x) + γn_x²n_z with β = 2, the first two terms are 3n_x², so γ = 3s = 15⟨p_z⟩/p.

For the Coulomb case, A = 2ω(1 − pk n_z/ω) to first order, and (3) contains A^{iν−2} ∝ 1 + (2 − iν)(pk/ω)n_z. Comparison gives

(R₂/R₁) e^{i(δ₂−δ₁)} = 2p(2 − iν)/ω.

The phase agrees with the Coulomb phases arg Γ(l + 1 − iν), since Γ(3 − iν) = (2 − iν)Γ(2 − iν). The real part is 4p/ω, so s = 4p/c, γ = 12p/c, and (7) returns (5). In the example s = 0.15167 and γ = 0.45502, and numerical radial functions give

⟨p_z⟩ = (5.19615 × 0.131352/5) × 1.201850 × 0.960769 = 0.15762.

The length form must not be combined with a plane wave, which is not an eigenstate of H. The transform of e^{−Zr} is g = 8πZ/(p² + Z²)², so ⟨x⟩ = i∂g/∂p_x = −32πiZp_x/(2ω)³ and ⟨xz⟩ = −∂²g/∂p_x∂p_z = −192πZp_xp_z/(2ω)⁴. The bracket becomes 1 + 3kp_z/(2ω), hence s = 3p/c and the false coefficient 6/5, even at high energy.

**Variation 2: a screened K shell**

Take the chosen model V = −(1 + 2e^{−ar})/r with a = 1.5 per bohr. Its 1s binding energy is I = 2.36961 Eh (64.48 eV), roughly that of the K shell of a neutral lithium atom; electron correlation is ignored. Does (5) survive?

Near the nucleus V = −3/r + 2(1 − e^{−ar})/r ≈ −3/r + V₀ with V₀ = 2a = 3.0 Eh. If V₀ were constant over the region that contributes to R₁ and R₂, the problem there would be hydrogenic with local momentum p′ = (p² − 2V₀)^{1/2}, and for E well above V₀ s would be close to 4p′/c; the phases δ_l also depend somewhat on the potential farther out. Then ⟨p_z⟩ ≈ 4pp′/(5c), and expanding the root with p² = 2E,

⟨p_z⟩c/E ≈ (8/5)(1 − V₀/2E).

This is an estimate only. The screening term is far from constant over the orbit: a constant shift would give a binding of 4.50 − 3.0 Eh, well below 2.37 Eh. Equation (7) with numerical radial functions gives, in the order E in Eh, ⟨p_z⟩c/E, relative deviation from 8/5, estimate −V₀/2E, ⟨p_z⟩/k:

0.5   0.7514   −0.5304   −3.0000   0.1309
2.0   1.0943   −0.3161   −0.7500   0.5008
5.0   1.2912   −0.1930   −0.3000   0.8760
13.5   1.4441   −0.0975   −0.1111   1.2284
50.0   1.5491   −0.0318   −0.0300   1.4790
200.0   1.5867   −0.0083   −0.0075   1.5681

At E = 0.5 Eh the coefficient is less than half of 8/5, and at high energy it approaches 8/5 from below roughly as 1/E: a fourfold rise in E from 50 to 200 Eh reduces the deviation from −0.0318 to −0.0083. The estimate is useless for E below V₀, where the expansion of the root fails. At 13.5, 50 and 200 Eh it differs from the computed deviation by about 14, 6 and 10 percent of that deviation; it lies above the true size at 13.5 Eh and below it at 50 and 200 Eh, without closing in, so V₀/2 should not be taken as the exact coefficient of 1/E. The crossover also moves. The Coulomb rule would put it at 8I/3 = 6.3190 Eh, but at E = 5.0 Eh, where ω = 5.0 + 2.37 Eh is already larger, ⟨p_z⟩/k is only 0.8760 and the ion still recoils forward. The change of sign lies between E = 5.0 and 13.5 Eh. For this screened shell both parts of the statement need energies well above threshold.

The first row of the table is not the threshold limit. By (7), ⟨p_z⟩c/E = (2ω/5p)(R₂/R₁)cos(δ₂ − δ₁). In the pure Coulomb case the cosine vanishes in proportion to p as E → 0, which keeps the coefficient finite. With screening, the p wave penetrates to the nucleus more than the d wave and gains an extra phase, and the cosine tends to minus the sine of that phase. In this model the limit is about −0.46, R₂/R₁ stays positive, and the sign changes between E = 0.05 and 0.02 Eh; these energies lie below those of the numerical check, and in another potential the sign depends on the size of the extra phase and on the sign of R₂/R₁. Very close to threshold the mean electron momentum in this model therefore points backward, and the coefficient has no finite limit.

**What the numerical check tests**

The numerical check verifies symbolically the cancellation of the t² terms in Step 3, the weighted mean 1/5 and the series for ⟨cosθ⟩. It evaluates T from its definition by quadrature in parabolic coordinates, for two electron momenta and for zero, physical and artificially large k, and finds (3) reproduced with a largest relative error of 1.5×10⁻¹². It averages p cosθ over the numerical |T|² and obtains 0.157580, equal to the series value. It then integrates the radial equation, recovers the 1s energy −4.50000000 Eh, and finds ⟨p_z⟩c/E = 1.600000 from (7) at E = 0.5, 4.5, 7.5, 13.5 and 100 Eh, together with the complex ratio of Variation 1, the equality of length and velocity forms of R₁ and R₂, and an ion recoil that is forward at ω = 9, zero at 12 and backward at 18 Eh. The same radial code produces the screened values of Variation 2.

Numbers as computed

```
c = 137.035999 a.u.; Hartree = 27.2114 eV
max rel. error, closed amplitude vs quadrature = 1.5e-12
INPUT Z = 3, omega = 18.0 Eh = 489.8 eV, M = 7 u = 12760.2 m_e
I = 4.50 Eh = 122.45 eV; E = 13.50 Eh = 367.4 eV
p = 5.19615 a.u.; nu = Z/p = 0.57735; p/c = 0.037918
k = omega/c = 0.131352 a.u.; b = 0.037900; 4p/c = 0.15167; gamma = 12p/c = 0.45502
<cos theta> = 4p/(5c) = 0.030335
<p_z> = 8E/(5c) = 0.157623 a.u.; <p_z>/k = 1.2000
<p_z> quadrature, all orders in k = 0.157580 a.u.; series = 0.157580 a.u.
relative difference quadrature vs 8E/(5c) = -2.74e-04
<P_ion> = -0.026270 a.u.; /k = -0.2000; velocity = -4.50 m/s
crossover omega* = 12.00 Eh = 326.5 eV; E* = 7.50 Eh
neglected: p^2/c^2 = 1.44e-03, omega/c^2 = 9.59e-04, (Z/c)^2 = 4.79e-04, Z/M = 2.35e-04
Coulomb partial waves: numerical 1s energy = -4.50000000 Eh
 E =    0.5 Eh, omega =    5.0 Eh: R2/R1 = 1.442221 bohr, cos(d2-d1) = 0.554700, <p_z>c/E = 1.600000, <p_z> = 0.005838, k = 0.036487, <P_ion> = +0.030649 a.u.
 E =    4.5 Eh, omega =    9.0 Eh: R2/R1 = 1.490712 bohr, cos(d2-d1) = 0.894427, <p_z>c/E = 1.600000, <p_z> = 0.052541, k = 0.065676, <P_ion> = +0.013135 a.u.
 E =    7.5 Eh, omega =   12.0 Eh: R2/R1 = 1.384437 bohr, cos(d2-d1) = 0.932505, <p_z>c/E = 1.600000, <p_z> = 0.087568, k = 0.087568, <P_ion> = +0.000000 a.u.
 E =   13.5 Eh, omega =   18.0 Eh: R2/R1 = 1.201850 bohr, cos(d2-d1) = 0.960769, <p_z>c/E = 1.600000, <p_z> = 0.157623, k = 0.131352, <P_ion> = -0.026270 a.u.
 E =  100.0 Eh, omega =  104.5 Eh: R2/R1 = 0.544362 bohr, cos(d2-d1) = 0.994422, <p_z>c/E = 1.600000, <p_z> = 1.167576, k = 0.762573, <P_ion> = -0.405003 a.u.
INPUT screened model: Z = 3, z_inf = 1, a = 1.5 1/bohr, V0 = 3.0 Eh
screened I = 2.36961 Eh = 64.48 eV; 8I/3 = 6.3190 Eh
 E =    0.5 Eh: <p_z>c/E = 0.7514, rel. dev. from 8/5 = -0.5304, -V0/(2E) = -3.0000, <p_z>/k = 0.1309
 E =    2.0 Eh: <p_z>c/E = 1.0943, rel. dev. from 8/5 = -0.3161, -V0/(2E) = -0.7500, <p_z>/k = 0.5008
 E =    5.0 Eh: <p_z>c/E = 1.2912, rel. dev. from 8/5 = -0.1930, -V0/(2E) = -0.3000, <p_z>/k = 0.8760
 E =   13.5 Eh: <p_z>c/E = 1.4441, rel. dev. from 8/5 = -0.0975, -V0/(2E) = -0.1111, <p_z>/k = 1.2284
 E =   50.0 Eh: <p_z>c/E = 1.5491, rel. dev. from 8/5 = -0.0318, -V0/(2E) = -0.0300, <p_z>/k = 1.4790
 E =  200.0 Eh: <p_z>c/E = 1.5867, rel. dev. from 8/5 = -0.0083, -V0/(2E) = -0.0075, <p_z>/k = 1.5681
```
